# Classical spiral-in time and the cascade of circular Rydberg states

## Problem

An electron is bound to a fixed point charge $+e$. Treat it without relativity or spin, in empty space at zero temperature, and assume that it loses energy by spontaneous electric-dipole radiation alone.

(a) Classically, the electron starts on a circular orbit of radius $a_0$, the Bohr radius, and radiates. How long does it take to reach the centre? Express the time through $a_0$, the classical electron radius $r_e$ and the speed of light $c$, and evaluate it.

(b) In quantum mechanics, the electron starts in the circular state of level $n$, the state with the largest possible angular momentum, $l=n-1$. What is its mean time to reach the ground state? Does this time agree with the classical spiral-in time from radius $n^2a_0$?

The algebra uses atomic units, $\hbar=m=e=4\pi\varepsilon_0=1$. Then $a_0=1$, $c=1/\alpha$ with $\alpha$ the fine-structure constant, and $r_e=e^2/(4\pi\varepsilon_0mc^2)=\alpha^2$. Two radiation laws are the starting points. A classical electron with acceleration $a$ radiates the Larmor power

$$P=\tfrac23\alpha^3a^2 .$$

A quantum transition $i\to f$ with frequency $\omega$ has the spontaneous rate

$$A=\tfrac43\alpha^3\omega^3\,|\mathbf r_{fi}|^2,\qquad |\mathbf r_{fi}|^2=|x_{fi}|^2+|y_{fi}|^2+|z_{fi}|^2 .$$

The two are consistent: a classical displacement $2\,\mathrm{Re}(\mathbf r_{fi}e^{-i\omega t})$ has mean squared acceleration $2\omega^4|\mathbf r_{fi}|^2$, hence power $\tfrac43\alpha^3\omega^4|\mathbf r_{fi}|^2$, which is the rate $A$ times the photon energy $\omega$.

## A tempting solution to part (b)

On a circular orbit of radius $r$ the acceleration is $1/r^2$, so $P=\tfrac23\alpha^3/r^4$. The energy is of order $1/r$, so the classical time scales as energy over power, $r^{-1}/r^{-4}=r^3$. With $r=n^2$ this is an $n^6$ law.

For the quantum time, take the same power at $r=n^2$, which is $\tfrac23\alpha^3/n^8$. For large $n$ the photon energy is close to the orbital frequency $r^{-3/2}=1/n^3$. Photons are then emitted at the rate $\tfrac23\alpha^3/n^5$, and the level lives for

$$\tau_n\approx\frac{3n^5}{2\alpha^3}.$$

The lifetime falls steeply towards lower levels; for large $n$, it is about 32 times shorter at half the value of $n$. The first step is therefore the slowest, and it sets the duration of the whole cascade. The quantum time grows as $n^5$, the classical time as $n^6$, and the two disagree more and more as $n$ increases.

## Where it fails

The estimate of $\tau_n$ is right to leading order, as the full calculation below confirms. It is also true that the first step is the slowest. The fault is the inference that the slowest step sets the total.

Even as a rule for the power of $n$, that inference needs the other steps together to last no longer than a fixed multiple of the first, whatever $n$ is. This fails here. The step after the first has

$$\frac{\tau_{n-1}}{\tau_n}\approx\Big(1-\frac1n\Big)^5\approx1-\frac5n ,$$

so it is nearly as long as the first. Halving a large $n$ does shorten the lifetime about 32 times, but it takes $n/2$ steps to get there. Adding all steps gives

$$\sum_k\tau_k\approx\tau_n\sum_{k}\Big(\frac kn\Big)^5\approx\tau_n\,n\int_0^1s^5\,ds=\frac n6\,\tau_n .$$

The cascade lasts as long as about $n/6$ first steps, and this number supplies the missing power of $n$. To see whether the prefactor agrees as well, and how large the deviation is at finite $n$, both times must be calculated.

## Part (a): the classical time

For a circular orbit, $v^2/r=1/r^2$, so $v^2=1/r$ and

$$E=\frac{v^2}2-\frac1r=-\frac1{2r}.$$

Assume that the orbit shrinks so slowly that it remains nearly circular. The energy falls at the rate $P$:

$$\frac{dE}{dt}=\frac1{2r^2}\frac{dr}{dt}=-\frac{2\alpha^3}{3r^4}
\quad\Longrightarrow\quad
\frac{dr}{dt}=-\frac{4\alpha^3}{3r^2}.$$

Multiplying by $3r^2$ turns the left side into the derivative of $r^3$:

$$\frac{d(r^3)}{dt}=-4\alpha^3
\quad\Longrightarrow\quad
r^3=r_0^3-4\alpha^3t .$$

The centre is reached at $t=r_0^3/(4\alpha^3)$. For $r_0=a_0=1$ call this time $T_0$. Since $r_e^2c=\alpha^4\cdot\alpha^{-1}=\alpha^3$, restoring the units gives

$$T_0=\frac1{4\alpha^3}=\frac{a_0^3}{4r_e^2c}.$$

With $a_0=0.529177$ Å, $r_e=2.81794\times10^{-5}$ Å and $c=2.99792\times10^{18}$ Å/s,

$$T_0=\frac{0.529177^3}{4\,(2.81794\times10^{-5})^2\,(2.99792\times10^{18})}\ \text{s}=1.556\times10^{-11}\ \text{s},$$

which is $6.433\times10^5$ atomic units of time.

**Is the slow-shrinking assumption good?** One turn takes $2\pi r/v=2\pi r^{3/2}$. The fraction of the radius lost in it is

$$\frac{2\pi r^{3/2}}{r}\cdot\frac{4\alpha^3}{3r^2}=\frac{8\pi\alpha^3}{3r^{3/2}},$$

or $3.3\times10^{-6}$ at $r=a_0$, and less on larger orbits. On the way in it grows as $r^{-3/2}$: it is $3.3\times10^{-3}$ at $0.01\,a_0$ and reaches order one near $2\times10^{-4}\,a_0$, where the orbit is no longer nearly circular. By then only a fraction of about $10^{-11}$ of $T_0$ remains according to the law. The law was also tested without assuming circular orbits, by integrating the motion under the Coulomb force plus the radiation-reaction force $\tfrac23\alpha^3\,d\mathbf a/dt$, with $\mathbf a$ the Coulomb acceleration. To keep the number of turns small, $\alpha^3$ was replaced by $10^{-3}$. Shrinking from $r=1$ to $r=1/2$, as judged by the energy, took 218.76 atomic units; the law gives $(1-1/8)/(4\times10^{-3})=218.75$.

**Is the nonrelativistic treatment good?** The speed is $v/c=\alpha/\sqrt r$, which is 0.007 at $a_0$ and 0.073 at $0.01\,a_0$. Closer in, the treatment eventually fails. But the time left at radius $r$ is proportional to $r^3$, so at $0.01\,a_0$ only a fraction $10^{-6}$ of $T_0$ remains according to this law. The value of $T_0$ is fixed by the outer part of the path.

**Larger orbits.** An orbit of radius $n^2$ has energy $-1/(2n^2)$, the energy of quantum level $n$. This is the sense in which the two starting points correspond. The classical time from there is

$$T_n^{\rm cl}=\frac{(n^2)^3}{4\alpha^3}=n^6\,T_0 .$$

## Part (b): the quantum cascade

### Each circular state has one way down

The components of $\mathbf r$ are $r$ times spherical harmonics of order 1. Acting on a state of angular momentum $l$ they produce $l-1$, $l$ and $l+1$, and parity removes $l$. Hence $l'=l\pm1$. A lower level $n'\le n-1$ contains only $l'\le n'-1\le n-2$. Starting from $l=n-1$, the value $l'=n$ is impossible, and $l'=n-2$ requires $n'=n-1$. The final state is again circular, and the argument repeats down to $n=1$:

$$(n,\,n-1)\to(n-1,\,n-2)\to\dots\to(2,1)\to(1,0).$$

For $n=5$ this was tested by computing the angular integrals to all lower states.

### The angular factor

By rotational symmetry the lifetime doesn't depend on the magnetic quantum number $m$, so take $m=l$. The final state has $l'=l-1$, and since $m$ changes by at most one, $m'=l-1$. The angular functions are

$$Y_{ll}=N_l\sin^l\theta\,e^{il\varphi},\qquad 2\pi N_l^2I_l=1,\qquad I_l=\int_0^\pi\sin^{2l+1}\theta\,d\theta .$$

In the matrix element the two phases combine to $e^{-i(l-1)\varphi}e^{il\varphi}=e^{i\varphi}$, so only the part of $\mathbf r$ containing $e^{-i\varphi}$ survives the integral over $\varphi$. From $x=r\sin\theta\,(e^{i\varphi}+e^{-i\varphi})/2$ and $y=r\sin\theta\,(e^{i\varphi}-e^{-i\varphi})/(2i)$,

$$x_{fi}=\tfrac12D,\qquad y_{fi}=\tfrac i2D,\qquad z_{fi}=0,\qquad |\mathbf r_{fi}|^2=\tfrac12D^2,$$

where $D$ is the matrix element of $r\sin\theta\,e^{-i\varphi}$. With $R$ for the radial integral,

$$D=R\,2\pi N_lN_{l-1}\int_0^\pi\sin^{2l+1}\theta\,d\theta=R\,\frac{I_l}{\sqrt{I_lI_{l-1}}}=R\sqrt{\frac{I_l}{I_{l-1}}}.$$

Integration by parts, with $\sin\theta\,d\theta=-d\cos\theta$, gives

$$I_l=2l\int_0^\pi\sin^{2l-1}\theta\cos^2\theta\,d\theta=2l\,(I_{l-1}-I_l),$$

so $I_l/I_{l-1}=2l/(2l+1)$. With $l=n-1$,

$$|\mathbf r_{fi}|^2=\frac{l}{2l+1}R^2=\frac{n-1}{2n-1}R^2 .$$

### The radial factor

Let $u$ be $r$ times the radial wavefunction. For $l=n-1$ it is $u_n=C_nr^ne^{-r/n}$. Indeed $u_n'=(n/r-1/n)u_n$, and therefore

$$u_n''=\Big[\Big(\frac nr-\frac1n\Big)^2-\frac n{r^2}\Big]u_n=\Big[\frac{n(n-1)}{r^2}-\frac2r+\frac1{n^2}\Big]u_n ,$$

which is the radial Schrödinger equation with $l(l+1)=n(n-1)$ and $E=-1/(2n^2)$. Normalization, using $\int_0^\infty r^pe^{-sr}dr=p!/s^{p+1}$, gives

$$C_n^2=\frac1{(2n)!}\Big(\frac2n\Big)^{2n+1}.$$

The radial integral has total power $r^{\,n+1+(n-1)}=r^{2n}$ and exponent $s=\frac1n+\frac1{n-1}=\frac{2n-1}{n(n-1)}$:

$$R=\int_0^\infty u_{n-1}\,r\,u_n\,dr=C_nC_{n-1}\frac{(2n)!}{s^{2n+1}} .$$

Squaring and inserting the constants,

$$R^2=\frac{(2n)!}{(2n-2)!}\Big(\frac2n\Big)^{2n+1}\Big(\frac2{n-1}\Big)^{2n-1}\Big[\frac{n(n-1)}{2n-1}\Big]^{4n+2}.$$

The factorials leave $2n(2n-1)$. Collecting powers of $2$, $n$, $n-1$ and $2n-1$,

$$R^2=\frac{2^{4n+1}\,n^{2n+2}\,(n-1)^{2n+3}}{(2n-1)^{4n+1}} .$$

### The lifetime

The photon frequency is

$$\omega=\frac12\Big[\frac1{(n-1)^2}-\frac1{n^2}\Big]=\frac{2n-1}{2n^2(n-1)^2}.$$

Hence

$$A_n=\frac43\alpha^3\cdot\frac{(2n-1)^3}{8n^6(n-1)^6}\cdot\frac{n-1}{2n-1}\cdot R^2
=\frac{\alpha^3}3\,\frac{2^{4n}\,n^{2n-4}\,(n-1)^{2n-2}}{(2n-1)^{4n-1}} .$$

For $n=2$ this is $256\,\alpha^3/6561$, a lifetime of $1.595\times10^{-9}$ s. For $n=2$ to 8 the formula was tested against energies and radial integrals from a radial Hamiltonian on a grid; the largest relative difference was $1.2\times10^{-5}$.

For large $n$ put $x=1/n$ and write $n-1=n(1-x)$, $2n-1=2n(1-x/2)$. The powers of 2 leave one factor 2, and the powers of $n$ leave $n^{-5}$:

$$\tau_n=\frac1{A_n}=\frac{3n^5}{2\alpha^3}e^{-g},\qquad
g=\Big(\frac2x-2\Big)\ln(1-x)-\Big(\frac4x-1\Big)\ln\Big(1-\frac x2\Big).$$

Expanding the logarithms to third order, the first product is $-2+x+\tfrac13x^2$ and the second is $-2-\tfrac1{24}x^2$, each up to $O(x^3)$. Their difference is $g=x+\tfrac38x^2+O(x^3)$. Then $e^{-g}=1-x+(\tfrac12-\tfrac38)x^2+O(x^3)$, and

$$\tau_n=\frac3{2\alpha^3}\Big[n^5-n^4+\frac{n^3}8+O(n^2)\Big].$$

The leading term is the estimate used in the tempting solution.

### Adding the steps

The duration of the cascade is the sum of the waiting times in levels $n,n-1,\dots,2$, and mean values add: $T_n=\sum_{k=2}^n\tau_k$. To sum the series, look for $Q(n)=an^6+bn^5+cn^4$ whose increase $Q(n)-Q(n-1)$ equals the bracket above up to $O(n^2)$. The binomial expansion of the increase gives

$$6a=1,\qquad-15a+5b=-1,\qquad20a-10b+4c=\tfrac18,$$

so $a=\tfrac16$, $b=\tfrac3{10}$ and $c=-\tfrac5{96}$. The neglected terms of order $k^2$ add up to $O(n^3)$. Multiplying $Q$ by $3/(2\alpha^3)=6T_0$,

$$T_n=T_0\Big[n^6+\frac95n^5-\frac5{16}n^4+O(n^3)\Big].$$

The quantum cascade reproduces the classical $n^6T_0$, prefactor included, in the limit of large $n$. When $n$ is large but finite, it is longer by a fraction of about $9/(5n)$. This coefficient belongs to the starting radius $n^2$. The mean radius of the circular state is $\langle r\rangle=n^2+n/2$; starting the classical orbit there lengthens the classical time by a fraction $3/(2n)$ and leaves an excess of only $3/(10n)$. The leading term $n^6T_0$ is the same for both choices.

### Why the prefactors agree

The classical angular momentum is $L=rv=\sqrt r$. From $dr/dt$ above,

$$\frac{dL}{dt}=\frac1{2\sqrt r}\frac{dr}{dt}=-\frac{2\alpha^3}{3r^{5/2}}=-\frac{2\alpha^3}{3L^5}.$$

Near $L=n$, losing one unit of $L$ takes $3n^5/(2\alpha^3)$, the leading term of $\tau_n$. Each photon also lowers $l$ by one unit. The classical time is the integral of $3L^5/(2\alpha^3)$ from 0 to $n$; the quantum time is, to leading order, the corresponding sum.

The correction $\tfrac95n^5$ has two parts. Replacing the integral of $L^5$ by the sum of $k^5$ adds $6\cdot\tfrac12n^5=3n^5$. The term $-k^4$ in the lifetimes takes away $6\cdot\tfrac15n^5=\tfrac65n^5$.

## The level $n=30$

The corresponding orbit has radius $900\times0.529177=476.3$ Å, and the first photon has energy $1.06\times10^{-3}$ eV. The classical time is

$$30^6\,T_0=7.29\times10^8\times1.5562\times10^{-11}\ \text{s}=1.134\times10^{-2}\ \text{s}.$$

The expansion multiplies this by $1+0.06-0.00035=1.0597$, which gives $1.202\times10^{-2}$ s. The sum of the unexpanded lifetimes is also $1.202\times10^{-2}$ s.

The first step alone lasts $2.19\times10^{-3}$ s on average. Taking it for the whole cascade would give a time 5.5 times too short; the estimate $n/6$ predicts a factor of 5.

The numerical output lists other levels. The ratio $T_n/(n^6T_0)$ is 1.60 at $n=2$, 1.18 at $n=10$ and 1.018 at $n=100$. At $n=2$ the three-term expansion gives 1.82, so it shouldn't be used there. The exponent read off from a doubling of $n$ approaches 6 from below: 5.82 from $n=5$ to 10, and 5.997 from 500 to 1000. This follows from the positive $n^5$ term, whose relative weight shrinks as $n$ grows.

The end points differ slightly: the cascade stops at $n=1$, while the classical orbit continues to $r=0$. Stopping the classical motion at $a_0$ changes its time to $(n^6-1)T_0$, a relative change of $1/n^6$, which is already only 1.6% at $n=2$.

## What the mean time leaves out

The classical time is a single number, whereas the quantum waiting times are random. They are independent and exponentially distributed, each with variance $\tau_k^2$. For large $n$ the variance of the total is

$$\sum_{k=2}^n\tau_k^2\approx\frac9{4\alpha^6}\sum_kk^{10}\approx\frac9{4\alpha^6}\,\frac{n^{11}}{11}.$$

Dividing the square root by $n^6/(4\alpha^3)$ gives the relative spread

$$\frac{\Delta T}{T_n}\approx\frac6{\sqrt{11\,n}} .$$

For $n=30$ the full sum gives 33%, and for $n=1000$ it still gives 5.7%. The mean approaches the classical value as $1/n$, but the time of a single atom becomes sharp only as $1/\sqrt n$. For $n=10$ both the mean and the spread were tested by integrating the equations for the level populations.

Zero temperature is a real restriction. Thermal radiation contains $1/(e^{\omega/k_BT}-1)$ photons per mode. At room temperature $k_BT$ is roughly 0.025 eV, far above the first photon energy at $n=30$, so this number is more than 20. Stimulated emission and absorption then outweigh spontaneous emission in that transition, absorption can also lead out of the circular chain, and the times found here no longer apply.

## Computed results

```
Bohr radius a0 = 0.529177 angstrom
classical electron radius r_e = 2.81794e-05 angstrom
speed of light c = 2.99792e+18 angstrom/s
fine-structure constant alpha = 0.0072974
classical spiral-in time T0 from a0 = 1.5562e-11 s
T0 in atomic units of time = 6.43345e+05
fractional shrinkage per turn at a0 = 3.255e-06
v/c at r = a0: 0.00730; at r = 0.01 a0: 0.07297
share of T0 left at r = 0.01 a0 = 1.0e-06
orbit test, coupling 0.001: time from r=1 to r=1/2
  integrated 218.760, law 218.750 a.u.
largest relative rate error, grid vs formula = 1.2e-05
population equations, n=10: mean/sum of lifetimes = 1.000000
  relative spread: equations 0.5586, formula 0.5586
n=1000: n^3 coefficient in lifetime = 0.12502
n=1000: n^4 coefficient in cascade sum = -0.31408
Worked level n = 30:
  orbit radius n^2 a0 = 476.26 angstrom
  first photon energy = 1.0606e-03 eV
  lifetime of first step = 2.1936e-03 s
  classical time to lose one unit of L, 3n^5/(2 alpha^3) = 2.2689e-03 s
  quantum cascade time = 1.2021e-02 s
  classical time n^6 T0 = 1.1345e-02 s
  standard deviation = 3.9464e-03 s
n, cascade time (s), n^6 T0 (s), ratio, 1+9/(5n)-5/(16n^2), spread
     2 1.5953e-09 9.9595e-10 1.60181 1.82187 1.0000
     3 1.7055e-08 1.1345e-08 1.50333 1.56528 0.9113
     5 3.2448e-07 2.4315e-07 1.33446 1.34750 0.7592
    10 1.8289e-05 1.5562e-05 1.17527 1.17687 0.5586
    30 1.2021e-02 1.1345e-02 1.05959 1.05965 0.3283
   100 1.5841e+01 1.5562e+01 1.01797 1.01797 0.1806
   300 1.1413e+04 1.1345e+04 1.00600 1.00600 0.1044
  1000 1.5590e+07 1.5562e+07 1.00180 1.00180 0.0572
local exponent log2(T_2n/T_n):
  n =   5: 5.8167
  n =  50: 5.9749
  n = 500: 5.9974
```
